# Mean-field errors in magnetic ordering temperatures computed from exact exchange constants, part 2

Exchange constants are often judged by converting them to an ordering temperature and comparing with experiment, but the conversion has its own error. The counter-example that measures this error has an exact coupling $J$:
$$H=-J\sum_{\langle ij\rangle}\mathbf s_i\cdot\mathbf s_j ,$$
with classical unit vectors on a simple cubic lattice of $N$ sites, $z=6$ nearest neighbours, and each bond counted once. Hartree atomic units are used, and $T$ stands for $k_BT$. Let $K=J/T$, $T_c=cJ$ and $L(x)=\coth x-1/x$.

For the magnetization per spin $m$, mean-field theory gives
$$m=L(zKm),$$
$$T_{\rm MF}=\frac{zJ}{3}=2J .$$
The Bethe approximation, which ignores loops, gives $c=1.6261$. The spherical model gives $c=2/W=1.3189$, with $W=\int_0^\infty e^{-t}I_0(t/3)^3dt$. Monte Carlo gives $c=1.444$, with a drift of $-0.003$ with lattice size, so mean-field theory is $38.5\%$ high. On a chain it gives $c=2/3$, though the chain never orders.

Define $\chi=N^{-1}\sum_{ij}\langle\mathbf s_i\cdot\mathbf s_j\rangle$. In a weak field $b$ along $z$, $m=b\chi/3T$. Counting self-avoiding walks gives
$$\chi=1+2K+\tfrac{10}{3}K^2+\tfrac{244}{45}K^3+O(K^4).$$
Mean-field theory also counts steps to a neighbour and back. This echo, the Onsager reaction field, exerts no torque on the spin.

The Monte Carlo runs used periodic lattices of side $\ell$ (written `L` in the final listing), with heat-bath moves and rotations by $\pi$ about $\mathbf h$, the sum of the neighbour spins. Runs at $K_0=0.695$ were reweighted to nearby $K$. Crossings between sizes of $\xi/\ell$ and $U_4=\langle m^4\rangle/\langle m^2\rangle^2$ locate $T_c$, where
$$\xi=\frac{\sqrt{S(0)/S(q_{\min})-1}}{2\sin(\pi/\ell)},\qquad q_{\min}=2\pi/\ell ,$$
$S(\mathbf q)=\langle|\mathbf s_{\mathbf q}|^2\rangle$ and $\mathbf s_{\mathbf q}=N^{-1/2}\sum_i\mathbf s_ie^{i\mathbf q\cdot\mathbf r_i}$. The sampler was checked on a ring of spins and by the identity $K\langle h^2-g^2\rangle-2\langle g\rangle=0$, with $g=\mathbf s\cdot\mathbf h$.

### The damage done by refitting

Take a model resembling NiO, with the chosen input $|J|=7.00\times10^{-4}$ Ha ($19.05$ meV), roughly the size of the dominant antiferromagnetic coupling between second-neighbour Ni ions; the first-neighbour coupling is dropped. On the fcc lattice the six second neighbours lie one cube edge away along the axes, and these bonds split the lattice into four independent simple cubic lattices, each with $H=+|J|\sum\mathbf s_i\cdot\mathbf s_j$. Every bond joins a site of even coordinate sum to one of odd sum. The substitution $\mathbf s_i\to-\mathbf s_i$ on the odd sites preserves the measure and reverses the sign of every bond, so the classical antiferromagnet has the partition function of the ferromagnet and the same $c$.

With $k_B=3.166812\times10^{-6}$ Ha/K, $|J|/k_B=221.0$ K. Mean-field theory gives $2\times7.00\times10^{-4}=1.400\times10^{-3}$ Ha, or $442$ K. The Bethe value is $1.6261\times7.00\times10^{-4}=1.138\times10^{-3}$ Ha, or $359$ K, and the spherical value $1.3189\times7.00\times10^{-4}=9.232\times10^{-4}$ Ha, or $292$ K. The model itself orders at $1.444\times7.00\times10^{-4}=1.011\times10^{-3}$ Ha, or $319$ K, with a statistical error of $0.3$ K and an unresolved drift with lattice size of about $0.003\times221\approx0.7$ K.

Suppose $319$ K is given as the measured value and the mean-field $442$ K is blamed on $J$. The refit multiplies $J$ by $1.444/2=0.722$ and returns $5.05\times10^{-4}$ Ha, which is $27.8\%$ below the true coupling. With three bonds per spin, the parallel and the staggered configurations have energies $+3|J|$ and $-3|J|$ per spin. Their difference $6|J|$ falls from the true $4.200\times10^{-3}$ Ha to $3.03\times10^{-3}$ Ha. Read backwards, a method whose $J$ is $27.8\%$ too small reproduces $319$ K in mean-field theory and is accepted, since $0.722\times1.385=1.000$.

These figures refer to the classical model. Real Ni$^{2+}$ has $S=1$. With $\mathbf s=\mathbf S/S$, the linearized mean-field equation is $m=zJm\langle s_z^2\rangle_0/T$, and the free-spin average $1/3$ becomes $S(S+1)/3S^2$, larger by $(S+1)/S=2$. The same $J$ then gives $2.800\times10^{-3}$ Ha, or $884$ K. The measured Néel temperature, roughly 500 K, lies between, and its nearness to the classical mean-field $442$ K tests nothing.

## The general statement

Let $H=-\sum_{i<j}J_{ij}\,\mathbf s_i\cdot\mathbf s_j$ for classical unit vectors, with translation-invariant couplings of either sign, $J_{ii}=0$ and $\sum_j|J_{0j}|$ finite. Write $J_{ij}=J\,\hat\jmath_{ij}$ with a scale $J>0$, for instance the largest $|J_{0j}|$, and a dimensionless shape $\hat\jmath$.

(a) The ordering temperature is $T_c=J\,c[\hat\jmath]$. For computed couplings $J'\hat\jmath'$ and a solver with no energy scale of its own,
$$\ln\frac{T_{\rm calc}}{T_c}=\ln\frac{J'}{J}+\ln\frac{c[\hat\jmath']}{c[\hat\jmath]}+\ln\frac{c_{\rm solver}[\hat\jmath']}{c[\hat\jmath']} .$$
The first two terms belong to the couplings. The third is the error of the solver on the computed shape $\hat\jmath'$, and its size depends on that shape. One temperature fixes only their sum.

(b) With $\theta=\frac13\sum_jJ_{0j}$, the exact susceptibility obeys
$$\frac1\chi=1-\frac\theta T+\frac{\sum_jJ_{0j}^2}{9T^2}+O(T^{-3}),$$
while mean-field theory gives $1/\chi_{\rm MF}=1-\theta/T$. For a ferromagnet the mean-field ordering temperature is therefore the exact Curie–Weiss temperature $\theta$, a property of the high-temperature limit and not of the transition.

### Proof of (a)

The Boltzmann weight is $\exp[(J/T)\sum_{i<j}\hat\jmath_{ij}\mathbf s_i\cdot\mathbf s_j]$ and the measure contains no energy, so $N^{-1}\ln Z$ depends on $J$ and $T$ only through $K=J/T$. A singularity in the limit $N\to\infty$ sits at a number $K_c[\hat\jmath]$, and $c=1/K_c$. A solver whose equations contain only $J'_{ij}/T$ gives, by the same argument, $T_{\rm calc}=J'c_{\rm solver}[\hat\jmath']$. Dividing by $T_c=Jc[\hat\jmath]$, multiplying and dividing by $c[\hat\jmath']$, and taking the logarithm gives the formula. In the counter-example the first two terms vanish and the third is $\ln1.385$.

### Proof of (b)

Let $X=T^{-1}\sum_{k<l}J_{kl}\mathbf s_k\cdot\mathbf s_l$ and let $\langle\ \rangle_0$ average over independent, isotropic spins, so that $\langle A\rangle=\langle Ae^X\rangle_0/\langle e^X\rangle_0$. On a finite lattice this is analytic in $1/T$; the coefficients below are taken termwise as $N\to\infty$. Two facts are needed: a product in which some site appears an odd number of times averages to zero, by the symmetry $\mathbf s\to-\mathbf s$ of that site, and $\langle s^as^b\rangle_0=\delta_{ab}/3$.

The term $j=0$ of $\chi=\sum_j\langle\mathbf s_0\cdot\mathbf s_j\rangle$ equals $1$ exactly. For $j\neq0$ put $A=\mathbf s_0\cdot\mathbf s_j$. Then $\langle A\rangle_0=0$ and $\langle X\rangle_0=0$, so the denominator is $1+O(T^{-2})$ and multiplies a numerator that starts at $T^{-1}$; through second order
$$\langle A\rangle=\langle AX\rangle_0+\tfrac12\langle AX^2\rangle_0 .$$
In $\langle AX\rangle_0$ only the bond $(0j)$ makes both sites even, and $\langle A^2\rangle_0=\sum_{ab}\frac{\delta_{ab}}3\frac{\delta_{ab}}3=\frac13$, giving $J_{0j}/3T$. In $\langle AX^2\rangle_0$ two bonds must each supply one missing end and share a third site $k$: they are $(0k)$ and $(kj)$, in two orders, which cancels the $\frac12$. A bond taken twice leaves site $0$ odd and drops out. Averaging over $\mathbf s_k$ turns $(\mathbf s_0\cdot\mathbf s_k)(\mathbf s_k\cdot\mathbf s_j)$ into $A/3$, and $\langle A^2\rangle_0/3=1/9$. The sum over $j\ne0$ and $k$ is
$$\sum_kJ_{0k}\sum_{j\ne0}J_{kj}=\sum_kJ_{0k}\left(3\theta-J_{k0}\right)=9\theta^2-\sum_kJ_{0k}^2 ,$$
where translation invariance gives $\sum_jJ_{kj}=3\theta$ and $J_{jj}=0$ removes $k=j$. Therefore
$$\chi=1+\frac\theta T+\frac{\theta^2}{T^2}-\frac{\sum_kJ_{0k}^2}{9T^2}+O(T^{-3}).$$
With $\chi=1+y$ and $1/\chi=1-y+y^2-\dots$, the term $y^2=\theta^2/T^2$ cancels the $-\theta^2/T^2$ in $-y$, and the stated result remains. Mean-field theory has $m=(3\theta m+b)/3T$, so $m=(b/3T)/(1-\theta/T)$, which completes the proof. For the simple cubic model $\theta=2J$ and $\sum J_{0j}^2=6J^2$, so $1/\chi=1-2K+\frac23K^2$, in agreement with the inverse of the series found from the walks.

### Range of the statement

The subtracted term $j=0$ is the step out and back, now for arbitrary couplings. At $T=\theta$ its size is $\sum J_{0j}^2/(\sum J_{0j})^2$, which is $1/z$ for $z$ equal bonds. It vanishes for infinite range, $J_{ij}=J_0/N$, where $\sum_jJ_{0j}^2=J_0^2/N\to0$: the echo from each neighbour is of second order in a coupling that tends to zero. The term thus shrinks as the number of comparable neighbours of one sign grows. With mixed signs it can grow instead: adding twelve second-neighbour couplings of $-0.24J$ on the simple cubic lattice raises it from $1/6$ to $0.69$. It measures only the deviation at high temperature and does not fix the error in $T_c$: on the chain it is $1/2$, yet mean-field theory predicts a transition that does not exist. The ratio $T_c/\theta=0.722$ belongs to the simple cubic nearest-neighbour model and cannot be carried to another lattice or range as a universal correction.

The extra term is positive, so $\chi<\chi_{\rm MF}$ at high temperature for any couplings. That indicates why mean-field theory overestimates, but it is not a proof that $T_c<\theta$; for the cubic model the inequality is taken here from the numerical result.

When the order is not uniform, the same linearization for a modulated magnetization gives $T_{\rm MF}=\max_{\mathbf q}J(\mathbf q)/3$, with $J(\mathbf q)=\sum_jJ_{0j}e^{i\mathbf q\cdot\mathbf r_j}$, while $\theta=J(0)/3$ stays exact. In the NiO-like model $\theta=-2|J|$, so $|\theta|=442$ K, and the refit would lower it to $319$ K. Because the maximum includes $\mathbf q=0$, $T_{\rm MF}\ge\theta$, with equality when $J(\mathbf q)$ peaks at $\mathbf q=0$; with competing couplings $\theta$ supplies only this lower bound and does not determine $T_{\rm MF}$.

Part (a) fails in its simple form when the Hamiltonian is not a fixed set of pair couplings: anisotropy and biquadratic terms enlarge the shape $\hat\jmath$, and moments whose size or coupling changes with temperature, as in itinerant magnets, bring in further energy scales. Such errors belong to the model and add to the three terms. Quantum spins obey (a) with a $c$ that depends on $S$, but the sublattice flip no longer maps the antiferromagnet onto the ferromagnet, because $-\mathbf S$ does not satisfy the spin commutation rules.

The couplings have to be judged on quantities that need no critical statistics: energy differences between ordered configurations, such as $6|J|$ above, and $\theta$. The latter needs care. The form $\theta=\frac13\sum_jJ_{0j}$ is for classical unit vectors; for quantum spins with $\mathbf s=\mathbf S/S$ it is multiplied by $(S+1)/S$, a factor of two for Ni$^{2+}$, and the second-order coefficient changes as well. It also sums all couplings, including the first-neighbour one dropped from the NiO-like model. The inverse of the measured response is proportional to $G(T)=T/\chi=T-\theta+\beta_2/T$, with $\beta_2=\sum J_{0j}^2/9$. The tangent at $T_0$ meets the axis at $T_0-G/G'$, and with $G'=1-\beta_2/T_0^2$ one finds $G/G'=T_0-\theta+2\beta_2/T_0+O(T_0^{-2})$. A straight-line fit near $T_0$ therefore returns $\theta-2\beta_2/T_0$, below the true $\theta$. The shift decays slowly: in the classical NiO-like model, with the series for $1/\chi$ carried through $K^3$ and $K\to-K$, the tangent returns $-528$ K at $T_0=1000$ K and $-479$ K at $2000$ K, against $\theta=-442$ K. In practice the curvature term has to be included in the fit. The solver is judged separately, by solving the same couplings at two levels. A mean-field value costs one sum over neighbours once the ordering wave vector is known, and a Monte Carlo value good to two decimals in $c$ needed here, as its largest run, 900 sweeps (each one heat-bath pass and three rotation passes) of 16 replicas of a $12^3$ lattice, together with cheaper runs on the three smaller lattices for the crossings.

## Values computed for the example and the checks

```
c = kB Tc/J: mean field 2.0000, Bethe 1.6261, spherical 1.3189
K_Bethe = 0.6150, Watson W = 1.516386, K_spherical = 0.7582
chain: mean-field c = 0.6667, exact 0
self-avoiding walks [1, 6, 30, 150], all walks [1, 6, 36, 216]
chi series coefficients [1, 2, 10/3, 244/45]; 1/chi = 2*k**2/3 - 2*k + 1
ring N=8, K=2: <s.s'> MC 0.5446+-0.0007, exact 0.5439
chi at K=0.2: MC(L=4) 1.599+-0.007, series 1.577, MF 1.667
T=2.000J (MF): xi/L 0.25 (L=4) 0.11 (L=8); rms m 0.30 0.10; <s.s'>(L=8) 0.187
T=1.626J (Bethe): xi/L 0.40 (L=4) 0.25 (L=8); rms m 0.42 0.19; <s.s'>(L=8) 0.258
T=1.319J (spherical): xi/L 0.70 (L=4) 0.87 (L=8); rms m 0.61 0.52; <s.s'>(L=8) 0.439
mean-field m at T=1.626J: 0.529
L=4: 128 replicas x (50+250) sweeps, K0=0.695: xi/L 0.559, U4 1.121, identity -0.0024+-0.0065
L=6: 48 replicas x (60+400) sweeps, K0=0.695: xi/L 0.564, U4 1.126, identity 0.0093+-0.0054
L=8: 32 replicas x (80+420) sweeps, K0=0.695: xi/L 0.572, U4 1.126, identity -0.0031+-0.0038
L=12: 16 replicas x (100+800) sweeps, K0=0.695: xi/L 0.578, U4 1.119, identity -0.0015+-0.0024
xi/L crossing (4,8): kB T/J = 1.447+-0.003
xi/L crossing (6,12): kB Tc/J = 1.444+-0.002, Kc = 0.6923
U4 crossing (6,12): kB T/J = 1.443+-0.003; drift (4,8)->(6,12) -0.003
at Kc, L=12: xi/L 0.554, U4 1.134, <s.s'> 0.340
kB = 3.166812e-06 Ha/K; input |J| = 7.00e-04 Ha = 19.05 meV = 221.0 K
mean field: kB Tc = 1.400e-03 Ha, Tc = 442 K, error +38.5 %
Bethe: kB Tc = 1.138e-03 Ha, Tc = 359 K, error +12.6 %
Monte Carlo: kB Tc = 1.011e-03 Ha, Tc = 319 K, error +0.0 %
spherical: kB Tc = 9.232e-04 Ha, Tc = 292 K, error -8.7 %
Monte Carlo statistical error 0.3 K
refit factor 0.722 (-27.8 %), refitted |J| = 5.055e-04 Ha
E_FM-E_AFM per spin: true 4.200e-03 Ha, refitted 3.033e-03 Ha
|theta|: true 1.400e-03 Ha = 442 K, refitted 1.011e-03 Ha = 319 K
Tc/|theta| of the model = 0.722; mean field = 1
quantum MF factor S=1: 2.0; kB Tc = 2.800e-03 Ha = 884 K
```
